# Kawasaki Exchange Monte Carlo for a B2 Alloy, Validated by Enumeration: a program that tests the result

```python
"""Kawasaki exchange Monte Carlo for a B2 alloy, tested by exact enumeration.

Result under test: uniform choice of a nearest-neighbour bond, followed by
Metropolis exchange of its atoms, samples exp(-E/kT) at fixed composition.
E = J*sum(sigma*sigma') over bonds, sigma=+1 for A and -1 for B.
N_AA is the number of A-A bonds; eta = 2*(A on alpha - A on beta)/N.
occ = 1 marks an A atom. Energies are in meV, temperatures in K.
The first half of every site list is sublattice alpha, the second half beta.
"""
from itertools import combinations, product
from math import comb, exp, sqrt
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

K_B = constants.k / constants.e * 1000.0
V_AA, V_BB, V_AB = -130.0, -90.0, -120.0 - 10.0
J = (V_AA + V_BB - 2 * V_AB) / 4
rng = np.random.default_rng(20241)


def bond_matrices(shape):
    """Count first- and second-neighbour bonds from periodic distances."""
    cells = np.array(list(product(*[range(length) for length in shape])), float)
    positions = np.vstack([cells, cells + 0.5])
    separation = positions[:, None, :] - positions[None, :, :]
    first = np.zeros((len(positions), len(positions)), dtype=int)
    second = np.zeros_like(first)
    for image in product((-1, 0, 1), repeat=3):
        shift = np.array(image) * np.array(shape)
        distance = np.linalg.norm(separation + shift, axis=2)
        first += np.isclose(distance, sqrt(3) / 2)
        second += np.isclose(distance, 1.0)
    return first, second


first, second = bond_matrices((2, 2, 3))
N = len(first)
HALF = N // 2
assert np.all(first.sum(axis=1) == 8) and np.all(second.sum(axis=1) == 6)
assert first.max() == 1
assert not first[:HALF, :HALF].any() and not first[HALF:, HALF:].any()
bonds = np.argwhere(np.triu(first))


def pair_energy(occ):
    """Direct sum of the three pair energies over all bonds."""
    table = np.array([[V_BB, V_AB], [V_AB, V_AA]])
    return 0.5 * np.sum(first * table[occ[:, None], occ[None, :]])


# Energy at fixed composition: direct pair sums against the N_AA formula.
for n_a in (5, 9, 12, 17):
    offsets = []
    for trial in range(20):
        occ = np.zeros(N, dtype=int)
        occ[rng.choice(N, n_a, replace=False)] = 1
        n_aa = occ @ first @ occ / 2
        spin = 2 * occ - 1
        ising = J * (spin @ first @ spin) / 2
        formula = J * (4 * N - 16 * n_a + 4 * n_aa)
        assert abs(ising - formula) < 1e-9
        offsets.append(pair_energy(occ) - formula)
    assert np.ptp(offsets) < 1e-8

ordered = np.array([1] * HALF + [0] * HALF)
swapped = ordered.copy()
swapped[bonds[0]] = swapped[bonds[0][::-1]]
first_defect_cost = pair_energy(swapped) - pair_energy(ordered)
assert abs(first_defect_cost - 28 * J) < 1e-9


def enumerate_alloy(n_a):
    """Table of N_AA, second-neighbour N_AA, sublattice difference, count."""
    patterns = np.array(list(product((0, 1), repeat=HALF)), dtype=float)
    filling = patterns.sum(axis=1).astype(int)
    inter = first[:HALF, HALF:].astype(float)
    inside_alpha = second[:HALF, :HALF]
    inside_beta = second[HALF:, HALF:]
    aa_alpha = ((patterns @ inside_alpha) * patterns).sum(axis=1) / 2
    aa_beta = ((patterns @ inside_beta) * patterns).sum(axis=1) / 2
    base = 3 * N + 1
    rows = []
    for on_alpha in range(max(0, n_a - HALF), min(HALF, n_a) + 1):
        alpha = filling == on_alpha
        beta = filling == n_a - on_alpha
        aa1 = patterns[alpha] @ inter @ patterns[beta].T
        aa2 = aa_alpha[alpha][:, None] + aa_beta[beta][None, :]
        code = np.rint(aa1 * base + aa2).astype(np.int64).ravel()
        counts = np.bincount(code)
        used = np.flatnonzero(counts)
        difference = np.full(len(used), 2 * on_alpha - n_a)
        rows.append(np.column_stack(
            [used // base, used % base, difference, counts[used]]))
    return np.vstack(rows)


def exact_average(table, n_a, temperature, j1=J, j2=0.0, unlike_only=False):
    """Energy per atom, eta squared, variance of total energy, mean eta."""
    aa1, aa2, difference, count = table.T
    energy = j1 * (4 * N - 16 * n_a + 4 * aa1)
    energy = energy + j2 * (3 * N - 12 * n_a + 4 * aa2)
    weight = count * np.exp(-(energy - energy.min()) / (K_B * temperature))
    if unlike_only:
        weight = weight * (8 * n_a - 2 * aa1)
    weight = weight / weight.sum()
    eta = 2 * difference / N
    mean = weight @ energy
    variance = weight @ (energy - mean) ** 2
    return mean / N, weight @ eta**2, variance, weight @ eta


tables = {n_a: enumerate_alloy(n_a) for n_a in (5, 9, 12)}
for n_a, table in tables.items():
    assert table[:, 3].sum() == comb(N, n_a)
    random_eta2 = 4 * n_a * (N - n_a) / (N**2 * (N - 1))
    hot = exact_average(table, n_a, 1e12)
    assert abs(hot[1] - random_eta2) < 1e-7
    assert abs(exact_average(table, n_a, 800.0)[3]) < 1e-12
equal = tables[12]
ground_states = int(equal[equal[:, 0] == 0, 3].sum())
assert ground_states == 2
random_floor = exact_average(equal, 12, 1e12)[1]

# Complete transition operator for five A atoms, from an explicit state list.
n_small, t_small = 5, 800.0
sites = np.array(list(combinations(range(N), n_small)), dtype=np.int64)
codes = np.left_shift(np.int64(1), sites).sum(axis=1)
order = np.argsort(codes)
sites, codes = sites[order], codes[order]
states = np.zeros((len(codes), N), dtype=int)
states[np.arange(len(codes))[:, None], sites] = 1
a_neighbours = states @ first
spins = 2 * states - 1
state_energy = J * ((spins @ first) * spins).sum(axis=1) / 2
canonical = np.exp(-(state_energy - state_energy.min()) / (K_B * t_small))
canonical /= canonical.sum()
state_eta = 2 * (states[:, :HALF].sum(1) - states[:, HALF:].sum(1)) / N
listed = exact_average(tables[n_small], n_small, t_small)
assert abs(canonical @ state_energy / N - listed[0]) < 1e-9
assert abs(canonical @ state_eta**2 - listed[1]) < 1e-11

sources, targets, acceptances = [], [], []
for i, j in bonds:
    source = np.flatnonzero(states[:, i] != states[:, j])
    a_on_i = states[source, i] == 1
    around_i, around_j = a_neighbours[source, i], a_neighbours[source, j]
    around_a = np.where(a_on_i, around_i, around_j)
    around_b = np.where(a_on_i, around_j, around_i)
    cost = 4 * J * (around_b - 1 - around_a)
    flip = (1 << int(i)) | (1 << int(j))
    target = np.searchsorted(codes, codes[source] ^ flip)
    assert np.allclose(state_energy[target] - state_energy[source], cost)
    sources.append(source)
    targets.append(target)
    acceptances.append(np.minimum(1.0, np.exp(-cost / (K_B * t_small))))
source = np.concatenate(sources)
target = np.concatenate(targets)
acceptance = np.concatenate(acceptances)
unlike_bonds = np.bincount(source, minlength=len(codes))


def flow_imbalance(probability, choice_probability):
    """Largest net probability flow, relative to the largest outflow."""
    flow = probability[source] * choice_probability[source] * acceptance
    inflow = np.bincount(target, flow, minlength=len(codes))
    outflow = np.bincount(source, flow, minlength=len(codes))
    return np.max(np.abs(inflow - outflow)) / outflow.max()


uniform_choice = np.full(len(codes), 1 / len(bonds))
correct_imbalance = flow_imbalance(canonical, uniform_choice)
faulty_imbalance = flow_imbalance(canonical, 1 / unlike_bonds)
shifted_law = canonical * unlike_bonds
shifted_law /= shifted_law.sum()
assert correct_imbalance < 1e-11
assert faulty_imbalance > 1e-3
assert flow_imbalance(shifted_law, 1 / unlike_bonds) < 1e-11
graph = coo_matrix((np.ones(len(source)), (source, target)),
                   shape=(len(codes), len(codes)))
components = connected_components(graph, directed=False)[0]
assert components == 1


def kawasaki(bond_matrix, start, temperature, blocks, sweeps):
    """Return means and block errors; one initial block is discarded."""
    size, half = len(start), len(start) // 2
    occ = start.tolist()
    n_a = sum(occ)
    neighbours = [np.flatnonzero(row).tolist() for row in bond_matrix]
    around = (bond_matrix @ start).tolist()
    n_aa = int(start @ bond_matrix @ start) // 2
    difference = sum(occ[:half]) - sum(occ[half:])
    pairs = np.argwhere(np.triu(bond_matrix)).tolist()
    boltzmann = [exp(-4 * J * rise / (K_B * temperature)) for rise in range(8)]
    block_values, accepted = [], 0
    for block in range(blocks + 1):
        choices = rng.integers(len(pairs), size=(sweeps, size)).tolist()
        uniforms = rng.random((sweeps, size)).tolist()
        sum_aa, sum_square = 0, 0
        if block == 1:
            accepted = 0
        for choice_row, uniform_row in zip(choices, uniforms):
            for choice, uniform in zip(choice_row, uniform_row):
                site_a, site_b = pairs[choice]
                if occ[site_a] == occ[site_b]:
                    continue
                if occ[site_b]:
                    site_a, site_b = site_b, site_a
                rise = around[site_b] - 1 - around[site_a]
                if rise <= 0 or uniform < boltzmann[rise]:
                    occ[site_a], occ[site_b] = 0, 1
                    for site in neighbours[site_a]:
                        around[site] -= 1
                    for site in neighbours[site_b]:
                        around[site] += 1
                    n_aa += rise
                    difference += -2 if site_a < half else 2
                    accepted += 1
            sum_aa += n_aa
            sum_square += difference * difference
        if block > 0:
            mean_energy = J * (4 * size - 16 * n_a + 4 * sum_aa / sweeps) / size
            block_values.append((mean_energy, 4 * sum_square / sweeps / size**2))
    final = np.array(occ)
    assert final.sum() == n_a
    assert n_aa == int(final @ bond_matrix @ final) // 2
    assert difference == final[:half].sum() - final[half:].sum()
    values = np.array(block_values)
    errors = values.std(axis=0, ddof=1) / sqrt(blocks)
    return values.mean(axis=0), errors, accepted / (blocks * sweeps * size)


print(f"Pair energies AA, BB, AB: {V_AA:.0f}, {V_BB:.0f}, {V_AB:.0f} meV")
print(f"Ordering coupling J: {J:.1f} meV")
print(f"Cell: {N} sites, {len(bonds)} nearest-neighbour bonds")
print(f"Arrangements at 12 A + 12 B: {equal[:, 3].sum()}")
print(f"Perfectly ordered arrangements: {ground_states}")
print(f"Energy of perfect order: {-4 * J:.1f} meV/atom")
print(f"First exchange in perfect order costs: {first_defect_cost:.0f} meV")
print(f"Random-alloy eta^2 in this cell: {random_floor:.4f}")
print(f"Operator test: {len(codes)} states, {n_small} A atoms, {t_small:.0f} K")
print(f"Connected components: {components}")
print(f"Relative flow imbalance, correct rule: {correct_imbalance:.1e}")
print(f"Relative flow imbalance, unlike-only rule: {faulty_imbalance:.3f}")

BLOCKS, SWEEPS = 40, 1500
print(f"Simulation: {BLOCKS} blocks of {SWEEPS} sweeps, one more discarded")
for n_a, temperature in ((12, 600.0), (12, 800.0), (12, 1000.0), (9, 800.0)):
    start = np.zeros(N, dtype=int)
    start[rng.choice(N, n_a, replace=False)] = 1
    mean, error, ratio = kawasaki(first, start, temperature, BLOCKS, SWEEPS)
    exact = exact_average(tables[n_a], n_a, temperature)
    assert error[0] < 0.5 and error[1] < 0.02
    assert abs(mean[0] - exact[0]) < 4.5 * error[0]
    assert abs(mean[1] - exact[1]) < 4.5 * error[1]
    inefficiency = error[0]**2 * BLOCKS * SWEEPS / (exact[2] / N**2)
    print(f"N_A={n_a}, T={temperature:.0f} K: accepted fraction {ratio:.3f}")
    print(f"  E exact {exact[0]:.3f}, MC {mean[0]:.3f} +- {error[0]:.3f} meV/atom")
    print(f"  eta^2 exact {exact[1]:.4f}, MC {mean[1]:.4f} +- {error[1]:.4f}")
    print(f"  energy statistical inefficiency: {inefficiency:.1f} sweeps")
    if (n_a, temperature) == (12, 800.0):
        biased = exact_average(equal, 12, temperature, unlike_only=True)
        assert abs(mean[0] - biased[0]) > 5 * error[0]
        print(f"  unlike-only rule would give E {biased[0]:.3f} meV/atom")
        print(f"  unlike-only rule would give eta^2 {biased[1]:.4f}")

# Heat capacity from fluctuations against a derivative of the mean energy.
upper = exact_average(equal, 12, 800.5)[0]
lower = exact_average(equal, 12, 799.5)[0]
reference = exact_average(equal, 12, 800.0)
heat_capacity = reference[2] / (N * K_B**2 * 800.0**2)
assert abs((upper - lower) / K_B - heat_capacity) < 1e-4 * heat_capacity
scan = np.arange(200.0, 1601.0, 5.0)
capacity = [exact_average(equal, 12, t)[2] / (N * (K_B * t)**2) for t in scan]
peak = int(np.argmax(capacity))
assert 0 < peak < len(scan) - 1
print(f"Heat capacity at 800 K: {heat_capacity:.3f} k per atom")
print(f"Heat-capacity peak of 24-site cell: {scan[peak]:.0f} K (5 K grid)")
use = exact_average(equal, 12, 400.0)
print(f"Equilibrium eta^2 at 400 K: {use[1]:.4f}")

# Sizes of neglected effects.
large_first, _ = bond_matrices((4, 4, 4))
large_size = len(large_first)
large_start = np.array([1] * (large_size // 2) + [0] * (large_size // 2))
print(f"Larger cell: {large_size} sites, 20 blocks of 500 sweeps")
for temperature in (600.0, 800.0, 1000.0):
    mean, error, _ = kawasaki(large_first, large_start, temperature, 20, 500)
    print(f"  {temperature:.0f} K: E {mean[0]:.2f} +- {error[0]:.2f} meV/atom")
    print(f"  {temperature:.0f} K: eta^2 {mean[1]:.3f} +- {error[1]:.3f}")
    if temperature == 1000.0:
        small_eta2 = exact_average(equal, 12, temperature)[1]
        assert small_eta2 - mean[1] > 4 * error[1]

J_SECOND = -1.0
with_second = exact_average(equal, 12, 800.0, j2=J_SECOND)
assert with_second[1] > reference[1]
print(f"Assumed second-neighbour coupling: {J_SECOND:.1f} meV")
print(f"  eta^2 at 800 K with it: {with_second[1]:.4f}")
ENTROPY_DIFFERENCE = 0.1
effective_j = J - ENTROPY_DIFFERENCE * K_B * 800.0 / 4
with_vibrations = exact_average(equal, 12, 800.0, j1=effective_j)
assert with_vibrations[1] < reference[1]
print(f"Assumed vibrational entropy gap: {ENTROPY_DIFFERENCE:.1f} k per atom")
print(f"  effective J at 800 K: {effective_j:.2f} meV")
print(f"  eta^2 at 800 K with it: {with_vibrations[1]:.4f}")
print("done: every assertion held")
```

Running it gives:

```
Pair energies AA, BB, AB: -130, -90, -130 meV
Ordering coupling J: 10.0 meV
Cell: 24 sites, 96 nearest-neighbour bonds
Arrangements at 12 A + 12 B: 2704156
Perfectly ordered arrangements: 2
Energy of perfect order: -40.0 meV/atom
First exchange in perfect order costs: 280 meV
Random-alloy eta^2 in this cell: 0.0435
Operator test: 42504 states, 5 A atoms, 800 K
Connected components: 1
Relative flow imbalance, correct rule: 1.5e-16
Relative flow imbalance, unlike-only rule: 0.081
Simulation: 40 blocks of 1500 sweeps, one more discarded
N_A=12, T=600 K: accepted fraction 0.029
  E exact -32.350, MC -32.334 +- 0.182 meV/atom
  eta^2 exact 0.8002, MC 0.7998 +- 0.0047
  energy statistical inefficiency: 21.2 sweeps
N_A=12, T=800 K: accepted fraction 0.170
  E exact -16.900, MC -16.924 +- 0.127 meV/atom
  eta^2 exact 0.3923, MC 0.3929 +- 0.0033
  energy statistical inefficiency: 7.2 sweeps
  unlike-only rule would give E -19.254 meV/atom
  unlike-only rule would give eta^2 0.4538
N_A=12, T=1000 K: accepted fraction 0.284
  E exact -9.667, MC -9.751 +- 0.053 meV/atom
  eta^2 exact 0.2070, MC 0.2090 +- 0.0013
  energy statistical inefficiency: 2.3 sweeps
N_A=9, T=800 K: accepted fraction 0.215
  E exact -7.668, MC -7.610 +- 0.059 meV/atom
  eta^2 exact 0.2214, MC 0.2203 +- 0.0016
  energy statistical inefficiency: 4.1 sweeps
Heat capacity at 800 K: 0.676 k per atom
Heat-capacity peak of 24-site cell: 670 K (5 K grid)
Equilibrium eta^2 at 400 K: 0.9895
Larger cell: 128 sites, 20 blocks of 500 sweeps
  600 K: E -29.05 +- 0.23 meV/atom
  600 K: eta^2 0.703 +- 0.006
  800 K: E -10.16 +- 0.14 meV/atom
  800 K: eta^2 0.138 +- 0.004
  1000 K: E -5.95 +- 0.03 meV/atom
  1000 K: eta^2 0.042 +- 0.001
Assumed second-neighbour coupling: -1.0 meV
  eta^2 at 800 K with it: 0.5014
Assumed vibrational entropy gap: 0.1 k per atom
  effective J at 800 K: 8.28 meV
  eta^2 at 800 K with it: 0.2256
done: every assertion held
```
